\section*{Bounds and exact value of the hydrogen 1s polarisability}

\section*{Problem}

A hydrogen atom in its 1s state is placed in a weak, uniform, static electric field of strength $F$ along $z$. The nucleus is a fixed point charge, and relativity and spin are left out. In atomic units
\begin{equation}
H=H_0+Fz,\qquad H_0=-\tfrac12\nabla^2-\frac1r,\qquad \psi_0=\frac{e^{-r}}{\sqrt\pi},\qquad E_0=-\tfrac12 .
\end{equation}
The sign of $Fz$ is that of an electron of charge $-1$. The polarisability $\alpha$ is defined by the second-order energy, $E^{(2)}=-\tfrac12\alpha F^2$. Lengths are in $a_0$, energies in hartree and $\alpha$ in $a_0^3$. Angle brackets without a state, as in $\langle r^2\rangle$, are averages over $\psi_0^2$.

\begin{enumerate}
\item[(a)] Construct a functional of a trial function whose minimum is $-\alpha/2$, and explain why each trial function gives a lower bound on $\alpha$.
\item[(b)] Evaluate the best bound from Kirkwood's trial function, a constant times $z\psi_0$.
\item[(c)] Find an upper bound from the sum over states by replacing every excitation energy by the smallest one.
\item[(d)] Use a combination of $z\psi_0$ and $rz\psi_0$. Decide whether the result is another bound or the true value.
\item[(e)] Explain what makes the two bounds differ from the true value, and compare the three resulting energy shifts at $F=0.002$.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Write the first-order equation for the perturbed wave function. Look for a quadratic functional that is stationary when this equation holds, and use the fact that $E_0$ is the lowest level.
\item[(b)] Write the trial function as $f\psi_0$. An integration by parts turns the matrix element of $H_0-E_0$ into an average of $|\nabla f|^2$.
\item[(c)] The strengths $|\langle n|z|0\rangle|^2$ can be summed by completeness. Check which states $z$ can reach from 1s.
\item[(d)] A stationary value alone does not prove exactness. Put the trial function into the first-order equation and compare the two sides at every point.
\item[(e)] Regard the strengths as weights and the polarisability as an average of inverse excitation energies.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The Hylleraas functional}

Insert $\psi=\psi_0+F\psi_1+\dots$ into the Schr\"odinger equation. The first-order energy $F\langle\psi_0|z|\psi_0\rangle$ vanishes, because $\psi_0^2$ is even and $z$ is odd under inversion. The terms linear in $F$ therefore give
\begin{equation}
A\psi_1=-z\psi_0,\qquad A\equiv H_0-E_0 .
\label{first}
\end{equation}
The second-order energy is $F^2\langle\psi_0|z|\psi_1\rangle$, so that
\begin{equation}
\langle\psi_0|z|\psi_1\rangle=-\tfrac12\alpha .
\label{alphadef}
\end{equation}
For a real trial function $\varphi$ define
\begin{equation}
J[\varphi]=\langle\varphi|A|\varphi\rangle+2\langle\varphi|z|\psi_0\rangle .
\end{equation}
Set $\varphi=\psi_1+\delta$. Since $A$ is Hermitian and the functions are real,
\begin{align}
J&=\langle\psi_1|A|\psi_1\rangle+2\langle\delta|A|\psi_1\rangle+\langle\delta|A|\delta\rangle
+2\langle\psi_1|z|\psi_0\rangle+2\langle\delta|z|\psi_0\rangle \nonumber\\
&=-\langle\psi_1|z|\psi_0\rangle-2\langle\delta|z|\psi_0\rangle+\langle\delta|A|\delta\rangle
+2\langle\psi_1|z|\psi_0\rangle+2\langle\delta|z|\psi_0\rangle \nonumber\\
&=-\tfrac12\alpha+\langle\delta|A|\delta\rangle .
\end{align}
The second line uses Eq.~\eqref{first} twice, and the last uses Eq.~\eqref{alphadef}. No eigenvalue of $H_0$ lies below $E_0$, hence $\langle\delta|A|\delta\rangle\ge0$ and
\begin{equation}
\alpha\ge-2J[\varphi].
\label{lower}
\end{equation}
The error of the bound is quadratic in the error $\delta$ of the wave function. Equality requires $\delta$ to be a multiple of $\psi_0$. All trial functions below are odd in $z$, as $\psi_1$ is, so for them equality requires $\delta=0$.

\subsection*{(b) Kirkwood's trial function}

Let $\varphi=f\psi_0$. Because $A\psi_0=0$, the derivatives that act on $f$ are all that remains:
\begin{equation}
A(f\psi_0)=-\tfrac12\psi_0\nabla^2f-\nabla f\cdot\nabla\psi_0
=\psi_0\left(-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}\right),
\label{action}
\end{equation}
where $\nabla\psi_0=-\hat{\mathbf r}\,\psi_0$ was used. Multiplying the middle form by $f\psi_0$ gives $-\tfrac12 f\,\nabla\cdot(\psi_0^2\nabla f)$. Integration by parts, with a surface term that vanishes exponentially for polynomial $f$, yields
\begin{equation}
\langle f\psi_0|A|f\psi_0\rangle=\tfrac12\langle|\nabla f|^2\rangle .
\label{grad}
\end{equation}
The radial averages follow from $\int_0^\infty r^me^{-2r}dr=m!/2^{m+1}$:
\begin{equation}
\langle r^n\rangle=4\int_0^\infty r^{n+2}e^{-2r}\,dr=\frac{(n+2)!}{2^{n+1}} ,
\end{equation}
so that $\langle r\rangle=\tfrac32$, $\langle r^2\rangle=3$, $\langle r^3\rangle=\tfrac{15}2$ and $\langle r^4\rangle=\tfrac{45}2$. Spherical symmetry gives $\langle r^nz^2\rangle=\tfrac13\langle r^{n+2}\rangle$, and in particular $\langle z^2\rangle=1$.

Take $f=-cz$. The minus sign anticipates that the electron moves towards negative $z$ when $F>0$. With $|\nabla f|^2=c^2$,
\begin{equation}
J(c)=\tfrac12c^2-2c\langle z^2\rangle=\tfrac12c^2-2c .
\end{equation}
The condition $J'(c)=c-2=0$ gives $c=2$ and $J=-2$. Equation~\eqref{lower} then gives $\alpha\ge4$. The inequality is strict: by Eq.~\eqref{action},
\begin{equation}
A(-2z\psi_0)+z\psi_0=(r-2)\cos\theta\,\psi_0 ,
\end{equation}
which is not zero, so Kirkwood's function does not solve the first-order equation.

\subsection*{(c) Closure with the smallest gap}

Expand $\psi_1$ in eigenstates of $H_0$, with the continuum included in the sum. Projecting Eq.~\eqref{first} on $\langle n|$ gives $\langle n|\psi_1\rangle=-\langle n|z|0\rangle/\Delta_n$, where $\Delta_n=E_n-E_0$. With Eq.~\eqref{alphadef},
\begin{equation}
\alpha=2\sum_{n\ne0}\frac{|\langle n|z|0\rangle|^2}{\Delta_n}.
\label{sos}
\end{equation}
The operator $z$ connects 1s to p states alone. The lowest of these is 2p, at energy $-\tfrac18$, so every contributing gap satisfies $\Delta_n\ge-\tfrac18+\tfrac12=\tfrac38$. Replacing each gap by $\tfrac38$ can make no term smaller:
\begin{equation}
\alpha\le\frac{2}{3/8}\sum_{n\neq0}|\langle n|z|0\rangle|^2=\frac{16}{3}\langle z^2\rangle=\frac{16}{3}.
\end{equation}
The sum was done by completeness, and the missing term $n=0$ is zero by parity. Equality would need all the strength to lie in 2p. Then $z\psi_0$ would be proportional to the 2p function, which decays as $e^{-r/2}$ and not as $e^{-r}$. The inequality is therefore strict, and $4<\alpha<\tfrac{16}3$.

\subsection*{(d) Two parameters}

Now let $f=-(az+b\,rz)$. The gradients are $\nabla z=\hat{\mathbf z}$ and $\nabla(rz)=r\hat{\mathbf z}+z\hat{\mathbf r}$. With $\hat{\mathbf z}\cdot\hat{\mathbf r}=z/r$,
\begin{align}
\langle\nabla z\cdot\nabla(rz)\rangle&=\left\langle r+\frac{z^2}{r}\right\rangle=\tfrac43\langle r\rangle=2,\\
\langle|\nabla(rz)|^2\rangle&=\langle r^2+2z^2+z^2\rangle=2\langle r^2\rangle=6 .
\end{align}
The linear term needs $\langle rz^2\rangle=\tfrac13\langle r^3\rangle=\tfrac52$. Hence
\begin{equation}
J(a,b)=\tfrac12\left(a^2+4ab+6b^2\right)-2a-5b .
\label{J2}
\end{equation}
The stationary conditions are
\begin{equation}
a+2b=2,\qquad 2a+6b=5 .
\end{equation}
Subtracting twice the first from the second gives $2b=1$, so $b=\tfrac12$ and $a=1$. The quadratic form is positive definite, because $1\cdot6-2^2=2>0$, and the point is a minimum. There $J=\tfrac12(1+2+\tfrac32)-2-\tfrac52=-\tfrac94$, which gives $\alpha\ge\tfrac92$.

To see whether this is the true value, use Eq.~\eqref{action}. The required derivatives are $\nabla^2z=0$, $\nabla^2(rz)=z\nabla^2r+2\nabla r\cdot\nabla z=4z/r$, $\partial_rz=z/r$ and $\partial_r(rz)=2z$. Therefore
\begin{equation}
-\tfrac12\nabla^2f+\frac{\partial f}{\partial r}
=\frac{2bz}{r}-\frac{az}{r}-2bz=(2b-a)\frac zr-2bz .
\end{equation}
Equation~\eqref{first} demands that this equal $-z$ at every point. That holds for $b=\tfrac12$, $a=1$, the values found from the minimum. Thus
\begin{equation}
\psi_1=-z\left(1+\frac r2\right)\psi_0,\qquad \alpha=\frac92 .
\end{equation}
Because of the factor $1+r/2$, the ratio $\psi_1/\psi_0$ grows faster than linearly with $r$ along a fixed direction with $z\ne0$. Kirkwood's function has a constant in place of this factor, so its ratio to $\psi_0$ grows only linearly. The exactness belongs to this pair of functions, not to the number of parameters, as the first variation shows.

\subsection*{(e) Reading the bracket}

The strengths $p_n=|\langle n|z|0\rangle|^2$ add to 1 and can serve as weights. Equation~\eqref{sos} says that $\alpha$ is twice the weighted mean of $1/\Delta_n$. Equation~\eqref{grad} with $f=z$ gives the weighted mean of the gap itself:
\begin{equation}
\sum_np_n\Delta_n=\langle z\psi_0|A|z\psi_0\rangle=\tfrac12 .
\end{equation}
Kirkwood's value $2/(1/2)=4$ thus replaces the mean of the inverse by the inverse of the mean, which is too small whenever the gaps are spread. Closure uses the smallest gap, $0.3750$, for all the strength. The single gap that would reproduce the true $\alpha$ is $2/(9/2)=4/9\approx0.4444$ hartree, between the two.

The 2p state carries a strength of $0.5549$ (derived in the second variation) and contributes $2\times0.5549/0.375\approx2.96$ to $\alpha$. The other states contribute $4.50-2.96=1.54$. Closure assigns them $2\times0.4451/0.375\approx2.37$, and this accounts for its whole excess of $0.83$. Relative to the true value, Kirkwood's bound is 11\% low and the closure bound 19\% high.

At $F=0.002$ the factor $F^2/2$ is $2\times10^{-6}$. The second-order shifts are $-8.00$ microhartree with Kirkwood's value, $-9.00$ with the true $\alpha$ and $-10.67$ with the closure value. Since $\alpha$ enters with a minus sign, a lower bound on $\alpha$ is an upper bound on the second-order energy.

Diagonalising $H_0+Fz$ in a basis of powers of $r$ times $e^{-r}$, with six radial functions for each of $l=0,1,2$, gives $-9.0009$ microhartree. This basis contains both $\psi_0$ and $\psi_1$, so its second-order coefficient is the true one. The energy is even in $F$, because $z\to-z$ reverses the field. Apart from rounding, the extra $-0.0009$ microhartree is therefore of fourth and higher order in $F$, as this basis describes it. A separate sum over states on a radial grid gives $\alpha=4.5001$, in agreement with $\tfrac92$ within the grid error. These values are listed in the numerical output.

In volume units the lower bound, the true value and the upper bound are about $0.59$, $0.67$ and $0.79$ cubic angstrom. The further digits in the numerical output belong to the fixed-nucleus model only.

Two limits of validity matter. In any nonzero field the potential $Fz$ falls without limit on one side, so the electron can in principle escape by tunnelling. The polarisability itself is fixed by the field-free atom through Eq.~\eqref{sos}, but the shifted energy it describes is a term of the perturbation series, not the energy of a strictly bound state in the field. Moreover, the lower bound needs $\langle\delta|A|\delta\rangle\ge0$, which part (a) obtained from $E_0$ being the lowest level. For an excited state this quantity can be negative when $\delta$ has a component in a lower state, and for 2s the gap to 2p is zero in this model, so Eq.~\eqref{sos} cannot be used at all.

\section*{Variation 1: other choices of polynomial}

\emph{What do $rz\psi_0$ alone, and the pair $z\psi_0$, $r^2z\psi_0$, give?}

For $rz$ alone set $a=0$ in Eq.~\eqref{J2}. Then $J=3b^2-5b$, with its minimum at $b=\tfrac56$, where $J=-\tfrac{25}{12}$. The bound is $\alpha\ge\tfrac{25}6\approx4.1667$. It is better than Kirkwood's, with the same number of parameters.

For $f=-(az+b\,r^2z)$ the gradient is $\nabla(r^2z)=r^2\hat{\mathbf z}+2zr\,\hat{\mathbf r}$, and
\begin{align}
\langle\nabla z\cdot\nabla(r^2z)\rangle&=\langle r^2+2z^2\rangle=5,\\
\langle|\nabla(r^2z)|^2\rangle&=\langle r^4+8r^2z^2\rangle=\tfrac{11}3\langle r^4\rangle=\tfrac{165}2 .
\end{align}
With $\langle r^2z^2\rangle=\tfrac{15}2$ the stationary conditions are $a+5b=2$ and $5a+\tfrac{165}2b=15$. Eliminating $a$ gives $\tfrac{115}2b=5$, so $b=\tfrac2{23}$ and $a=\tfrac{36}{23}$. At a stationary point the quadratic part is minus half the linear part, hence
\begin{equation}
J=-\left(a+\tfrac{15}2b\right)=-\tfrac{51}{23},\qquad \alpha\ge\tfrac{102}{23}\approx4.4348 .
\end{equation}
Two parameters are not enough here, because the span of these functions does not contain $\psi_1$, which has a term in $rz\psi_0$.

\section*{Variation 2: a trial function with its own decay}

\emph{Use $\varphi=-c\,z e^{-\beta r}$. Find the bound for each $\beta$ and interpret $\beta=\tfrac12$.}

Let $\chi=ze^{-\beta r}$, $v=\langle\chi|z|\psi_0\rangle$ and $K=\langle\chi|A|\chi\rangle$. Then $J=c^2K-2cv$ is least at $c=v/K$, and the bound is $2v^2/K$. The angular average of $\cos^2\theta$ is $\tfrac13$, so
\begin{equation}
v=\frac{4\pi}{3\sqrt\pi}\int_0^\infty r^4e^{-(1+\beta)r}dr=\frac{32\sqrt\pi}{(1+\beta)^5}.
\end{equation}
From $\nabla^2\chi=(\beta^2-4\beta/r)\chi$ one has $A\chi=\left[\tfrac12(1-\beta^2)+(2\beta-1)/r\right]\chi$, and
\begin{align}
K&=\frac{4\pi}3\left[\frac{1-\beta^2}2\,\frac{4!}{(2\beta)^5}+(2\beta-1)\frac{3!}{(2\beta)^4}\right]
=\frac{\pi}{2}\,\frac{\beta^2-\beta+1}{\beta^5},\\
\alpha&\ge\frac{2v^2}{K}=\frac{4096\,\beta^5}{(1+\beta)^{10}(\beta^2-\beta+1)} .
\end{align}
At $\beta=1$ this is Kirkwood's 4. The logarithmic derivative of the bound there is $5-5-1=-1$, so a slightly slower decay improves it: $\beta=0.8$ gives $4.4751$. The gain is local. The bound has its maximum just below $\beta=0.8$, where the logarithmic derivative changes sign, and falls again as $\beta$ is lowered beyond it, to $4.3225$ at $\beta=0.7$ and below Kirkwood's value at $\beta=\tfrac12$. Near the maximum the ratio $-\varphi/(z\psi_0)\propto e^{(1-\beta)r}$ follows the factor $1+r/2$ closely for $r$ between about 1 and 4. At much smaller $\beta$ the ratio is too small near the nucleus and too large far out, and the gain is lost.

At $\beta=\tfrac12$ the bracket in $A\chi$ reduces to $\tfrac38$, so $\chi$ is the unnormalised 2p state. The bound is then the 2p term of Eq.~\eqref{sos}, $2^{19}/3^{11}\approx2.9596$. Multiplying by half the gap, $\tfrac3{16}$, gives the 2p strength $2^{15}/3^{10}\approx0.5549$ used in part (e).

\section*{Values computed for the example and the checks}
\begin{verbatim}
Mean of z^2 in 1s: 1 a0^2
Kirkwood: best c = 2 (atomic units)
Kirkwood lower bound: 4 a0^3
Kirkwood residual divided by psi0: r - 2
Trial r*z alone: lower bound 25/6 a0^3 = 4.1667 a0^3
Pair z, r*z: a = 1 , b = 1/2 (atomic units)
Pair z, r*z: alpha = 9/2 a0^3
Pair z, r*z: residual divided by psi0: 0
Pair z, r^2*z: lower bound 102/23 a0^3 = 4.4348 a0^3
Trial z*exp(-beta r), beta = 0.5 /a0: bound 2.9596 a0^3
Trial z*exp(-beta r), beta = 0.7 /a0: bound 4.3225 a0^3
Trial z*exp(-beta r), beta = 0.8 /a0: bound 4.4751 a0^3
Trial z*exp(-beta r), beta = 1.0 /a0: bound 4.0000 a0^3
Trial z*exp(-beta r), beta = 1.3 /a0: bound 2.6411 a0^3
Closure upper bound: 5.3333 a0^3
Grid: smallest gap 0.37500 hartree
Grid: total strength 1.00000 a0^2
Grid: sum over states alpha = 4.5001 a0^3
Grid: 2p strength 0.5549 a0^2
Formula 2^15/3^10: 2p strength 0.5549 a0^2
2p part of alpha: 2.9596 a0^3
Mean gap for exact alpha: 0.4444 hartree
Gap that gives Kirkwood's value: 0.5000 hartree
Field F = 0.002 atomic units
Second-order shift, Kirkwood: -8.0000 microhartree
Second-order shift, exact alpha: -9.0000 microhartree
Second-order shift, closure: -10.6667 microhartree
Shift by diagonalisation: -9.0009 microhartree
-2*shift/F^2 = 4.50044 a0^3
Lower bound: 0.5927 cubic angstrom
Exact alpha: 0.6668 cubic angstrom
Upper bound: 0.7903 cubic angstrom
\end{verbatim}
